# Apparent Mobility of a Short Ballistic Channel: a program that tests the result

```python
"""Apparent mobility of a collisionless, nondegenerate two-dimensional channel.

Result under test: mu_B = q L v_T / (2 kT), v_T = sqrt(2 kT / (pi m)).
q: elementary charge, L: channel length, kT: thermal energy, m: mass along
transport, v_T: mean speed of a one-way thermal stream. The mobility is defined
by I = W q n_s mu V / L, with W the width, n_s the sheet density at the barrier
top and V the drain bias. SI units are used internally.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import ndtri, expit

q, hbar, h = const.e, const.hbar, const.h
temperature = 300.0
kT = const.k * temperature
mass_ratio = 0.043
mass = mass_ratio * const.m_e
length = 30e-9
sheet_density = 5e14
drain_bias = 0.010


def thermal_velocity(m, energy):
    return np.sqrt(2 * energy / (np.pi * m))


def ballistic_mobility(L, m=mass, energy=kT):
    return q * L * thermal_velocity(m, energy) / (2 * energy)


v_T = thermal_velocity(mass, kT)
mu_B = ballistic_mobility(length)


# Equilibrium carriers are moved at constant velocity until they leave.
def mobility_from_trajectories(L):
    count, dt = 40000, 1e-15
    index = np.arange(count)
    v = np.sqrt(kT / mass) * ndtri((index + 0.5) / count)
    x = L * ((index * 0.6180339887498949) % 1.0)
    integral = 0.5 * np.sum(v * v) / count * dt
    for _ in range(4000):
        x = x + v * dt
        inside = (x > 0) & (x < L)
        x, v = x[inside], v[inside]
        integral += np.sum(v * v) / count * dt
    return q * integral / kT


lengths = np.array([15e-9, 30e-9, 60e-9])
mu_trajectory = np.array([mobility_from_trajectories(L) for L in lengths])
mu_formula = np.array([ballistic_mobility(L) for L in lengths])
assert np.allclose(mu_trajectory, mu_formula, rtol=0.01)
tau_effective = length / (np.pi * v_T)
assert abs(mu_trajectory[1] * mass / q / tau_effective - 1) < 0.01

# Flux-weighted mean transit time from the one-way Maxwell distribution.
flux_norm = quad(lambda s: s * np.exp(-s * s / 2), 0, 12)[0]
inverse_speed = quad(lambda s: np.exp(-s * s / 2), 0, 12)[0] / flux_norm
transit_time = length * inverse_speed / np.sqrt(kT / mass)
assert abs(transit_time * v_T / length - 1) < 1e-8


# Landauer conductance and density from explicit transverse modes.
def mode_sum(eta, mx, my):
    width = 2e-6
    k = 2 * np.pi * np.arange(-400, 401) / width
    ex = (hbar * k) ** 2 / (2 * mx * kT)
    ey = (hbar * k) ** 2 / (2 * my * kT)
    conductance = 2 * q * q / h * np.sum(expit(eta - ey)) / width
    occupation = expit(eta - ex[:, None] - ey[None, :])
    density = 2 * np.sum(occupation) / width**2
    return density, conductance, conductance * length / (q * density)


mu_dilute = mode_sum(-12.0, mass, 3 * mass)[2]
assert abs(mu_dilute / mu_B - 1) < 1e-4

# Fermi statistics at the example density.
density_scale = mass * kT / (np.pi * hbar**2)
eta = np.log(np.expm1(sheet_density / density_scale))
n_modes, _, mu_fermi = mode_sum(eta, mass, mass)
degeneracy_factor = mu_fermi / mu_B
fermi_half = -float(mp.re(mp.polylog(0.5, -mp.exp(eta))))
fermi_zero = np.log1p(np.exp(eta))
assert abs(n_modes / sheet_density - 1) < 1e-5
assert abs(degeneracy_factor / (fermi_half / fermi_zero) - 1) < 1e-5


# Drain carriers climb a potential step u = qV/kT to reach the barrier top.
def normalized_current(u):
    start = np.sqrt(2 * u)
    drain_flux = quad(lambda w: w * np.exp(-w * w / 2), start, 14)[0]
    drain_density = quad(
        lambda w: w * np.exp(-w * w / 2) / np.sqrt(w + start),
        start, 14, weight="alg", wvar=(-0.5, 0))[0]
    source_flux = quad(lambda w: w * np.exp(-w * w / 2), 0, 14)[0]
    source_density = quad(lambda w: np.exp(-w * w / 2), 0, 14)[0]
    total_density = source_density + drain_density
    return (source_flux - drain_flux) / (total_density * np.sqrt(2 / np.pi))


for u_test in (0.1, 1.0, 3.0):
    assert abs(normalized_current(u_test) - np.tanh(u_test / 2)) < 1e-6


def bias_factor(V):
    u = q * V / kT
    return np.tanh(u / 2) / (u / 2)


# Two opposing streams with backscattering, solved slice by slice.
def two_stream(length_over_path):
    slices = 400
    r = length_over_path / slices
    size = slices + 1
    A = np.zeros((2 * size, 2 * size))
    b = np.zeros(2 * size)
    A[0, 0] = b[0] = 1.0
    A[1, 2 * size - 1] = 1.0
    for j in range(slices):
        A[2 + j, j + 1] = 1.0
        A[2 + j, j] = -(1 - r)
        A[2 + j, size + j + 1] = -r
        row = 2 + slices + j
        A[row, size + j] = 1.0
        A[row, size + j + 1] = -(1 - r)
        A[row, j] = -r
    flux = np.linalg.solve(A, b)
    forward, backward = flux[:size], flux[size:]
    net = forward[-1]
    density = forward + backward
    # Diffusion coefficient in units of path length times v_T.
    diffusion = net * length_over_path / (density[0] - density[-1])
    return net, diffusion


mu_long = 0.8
mean_path = 2 * kT * mu_long / (q * v_T)
for ratio in (length / mean_path, 2.0):
    transmission, diffusion = two_stream(ratio)
    assert abs(transmission * (1 + ratio) - 1) < 0.01
    assert abs(diffusion / 0.5 - 1) < 0.01
mu_scattered = 1 / (1 / mu_B + 1 / mu_long)
transmission_example = two_stream(length / mean_path)[0]
assert abs(transmission_example * mu_B / mu_scattered - 1) < 0.01


# Mean speed for (e + E1)[1 + alpha(e + E1)] in-plane dispersion.
def nonparabolic_factor(alpha_eV, confinement_eV):
    a = 1 + 2 * alpha_eV * confinement_eV
    c = alpha_eV * kT / q
    top = quad(lambda e: np.sqrt(a * e + c * e * e) * np.exp(-e), 0, 50)[0]
    bottom = quad(lambda e: (a + 2 * c * e) * np.exp(-e), 0, 50)[0]
    return (2 / np.pi) * np.sqrt(2 * kT / mass) * top / bottom / v_T


alpha, confinement = 1.2, 0.10
assert abs(nonparabolic_factor(0.0, 0.0) - 1) < 1e-6
band_factor = nonparabolic_factor(alpha, 0.0)
confined_factor = nonparabolic_factor(alpha, confinement)


# Transmission of a wave through a smooth barrier on a uniform grid.
def barrier_transmission(energy, potential, dx):
    scale = 2 * mass * dx * dx / hbar**2
    phase = np.arccos(1 - scale * energy / 2)
    right = np.exp(1j * phase)
    here = np.ones_like(right)
    for value in potential[::-1]:
        left = (2 + scale * (value - energy)) * here - right
        right, here = here, left
    incident = (right - here * np.exp(-1j * phase)) / (2j * np.sin(phase))
    return 1 / np.abs(incident) ** 2


dx = 0.1e-9
x_grid = np.arange(-45e-9, 45e-9 + dx / 2, dx)
barrier = 0.15 * q
inverse_range = 1 / 5e-9
trial = np.array([0.10, 0.14, 0.16, 0.20]) * q
k_trial = np.sqrt(2 * mass * trial) / hbar
strength = 8 * mass * barrier / (hbar * inverse_range) ** 2
numerator = np.sinh(np.pi * k_trial / inverse_range) ** 2
known = numerator / (
    numerator + np.cosh(np.pi / 2 * np.sqrt(strength - 1)) ** 2)
solved = barrier_transmission(
    trial, barrier / np.cosh(inverse_range * x_grid) ** 2, dx)
assert np.allclose(solved, known, rtol=0.01, atol=1e-4)

edge = 3e-9
profile = barrier / 2 * (np.tanh((x_grid + length / 2) / edge)
                         - np.tanh((x_grid - length / 2) / edge))
below = np.linspace(1e-4 * q, barrier, 3001)
above = np.linspace(barrier, barrier + 18 * kT, 6001)
tunnel_part = trapezoid(barrier_transmission(below, profile, dx)
                        * np.exp((barrier - below) / kT), below) / kT
over_part = trapezoid(barrier_transmission(above, profile, dx)
                      * np.exp((barrier - above) / kT), above) / kT
assert 0 < over_part < 1 and tunnel_part > 0

resistance_width = length / (q * sheet_density * mu_B)
current_width = q * sheet_density * v_T * np.tanh(q * drain_bias / (2 * kT))
access = 200e-6
access_factor = resistance_width / (resistance_width + access)
warm = 360.0
mu_warm = ballistic_mobility(length, energy=const.k * warm)

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal voltage kT/q: {1e3 * kT / q:.2f} mV")
print(f"Transport mass (rough): {mass_ratio:.3f} m0")
print(f"Channel length: {length * 1e9:.0f} nm")
print(f"Sheet density: {sheet_density * 1e-4:.2e} cm^-2")
print(f"Drain bias: {drain_bias * 1e3:.0f} mV")
print(f"One-way thermal velocity v_T: {v_T * 100:.3e} cm/s")
for L, formula, followed in zip(lengths, mu_formula, mu_trajectory):
    print(f"L = {L * 1e9:.0f} nm: formula {formula * 1e4:.1f}, "
          f"trajectories {followed * 1e4:.1f} cm2/Vs")
print(f"Mode-sum mobility, dilute limit: {mu_dilute * 1e4:.1f} cm2/Vs")
print(f"Ballistic resistance times width: {resistance_width * 1e6:.0f} ohm um")
print(f"Current per width at drain bias: {current_width:.3f} uA/um")
print(f"Equivalent time L/(pi v_T): {tau_effective * 1e15:.1f} fs")
print(f"Flux-averaged transit time: {transit_time * 1e15:.1f} fs")
print(f"2D density scale m kT/(pi hbar^2): {density_scale * 1e-4:.3e} cm^-2")
print(f"Reduced Fermi level eta: {eta:.3f} (dimensionless)")
print(f"Degeneracy factor on mobility: {degeneracy_factor:.4f}")
print(f"Finite-bias factor at 10 mV: {bias_factor(drain_bias):.4f}")
print(f"Finite-bias factor at 50 mV: {bias_factor(0.050):.4f}")
print(f"Nonparabolicity alpha (rough): {alpha:.1f} 1/eV")
print(f"Nonparabolic factor, no confinement: {band_factor:.4f}")
print(f"Confinement energy (rough): {confinement:.2f} eV")
print(f"Nonparabolic factor with confinement: {confined_factor:.4f}")
print(f"Long-channel mobility (rough): {mu_long * 1e4:.0f} cm2/Vs")
print(f"Backscattering length: {mean_path * 1e9:.1f} nm")
print(f"Transmission with scattering: {mu_scattered / mu_B:.4f}")
print(f"Mobility with scattering: {mu_scattered * 1e4:.1f} cm2/Vs")
print(f"Total access resistance (rough): {access * 1e6:.0f} ohm um")
print(f"Access-resistance factor: {access_factor:.4f}")
print(f"Model barrier height: {barrier / q:.2f} eV")
print(f"Model barrier edge scale: {edge * 1e9:.0f} nm")
print(f"Tunnelling current / classical current: {tunnel_part:.4f}")
print(f"Over-barrier current / classical current: {over_part:.4f}")
print(f"Total quantum / classical current: {tunnel_part + over_part:.4f}")
print(f"Ballistic mobility at {warm:.0f} K: {mu_warm * 1e4:.1f} cm2/Vs")
print("verified")
```

Printed output:

```
Temperature: 300 K
Thermal voltage kT/q: 25.85 mV
Transport mass (rough): 0.043 m0
Channel length: 30 nm
Sheet density: 5.00e+10 cm^-2
Drain bias: 10 mV
One-way thermal velocity v_T: 2.595e+07 cm/s
L = 15 nm: formula 752.7, trajectories 752.7 cm2/Vs
L = 30 nm: formula 1505.4, trajectories 1505.1 cm2/Vs
L = 60 nm: formula 3010.9, trajectories 3010.0 cm2/Vs
Mode-sum mobility, dilute limit: 1505.4 cm2/Vs
Ballistic resistance times width: 2488 ohm um
Current per width at drain bias: 3.971 uA/um
Equivalent time L/(pi v_T): 36.8 fs
Flux-averaged transit time: 115.6 fs
2D density scale m kT/(pi hbar^2): 4.644e+11 cm^-2
Reduced Fermi level eta: -2.174 (dimensionless)
Degeneracy factor on mobility: 0.9781
Finite-bias factor at 10 mV: 0.9877
Finite-bias factor at 50 mV: 0.7729
Nonparabolicity alpha (rough): 1.2 1/eV
Nonparabolic factor, no confinement: 0.9631
Confinement energy (rough): 0.10 eV
Nonparabolic factor with confinement: 0.8710
Long-channel mobility (rough): 8000 cm2/Vs
Backscattering length: 159.4 nm
Transmission with scattering: 0.8416
Mobility with scattering: 1267.0 cm2/Vs
Total access resistance (rough): 200 ohm um
Access-resistance factor: 0.9256
Model barrier height: 0.15 eV
Model barrier edge scale: 3 nm
Tunnelling current / classical current: 0.0190
Over-barrier current / classical current: 0.7919
Total quantum / classical current: 0.8110
Ballistic mobility at 360 K: 1374.3 cm2/Vs
verified
```
